**Open-circuit and shorted dipoles of one displaced atomic plane**

The program tests the relation $Z^L=Z^*/\varepsilon_\infty$, where $Z^L$ is the dipole per unit displacement of one plane in an open slab, $Z^*$ the Born charge at zero macroscopic field, and $\varepsilon_\infty$ the clamped-ion electronic dielectric constant. It uses a mean-field model of alternating cation and anion planes with hopping electrons and charged-sheet interactions. The three quantities are computed separately: $Z^*$ from a Berry phase, $\varepsilon_\infty$ from slabs in an external field, and $Z^L$ from the dipole of an open slab. The program asserts that the relation holds within 0.2% for cation and anion planes, for a second set of band parameters, and with a local interaction added. It also asserts that one plane in a shorted crystal gives $Z^*$ for two crystal lengths, and that freezing the electronic potential in the open slab restores $Z^*$. Further assertions cover the potential step, the vanishing far field in the open slab, and the uniform field in the shorted film. The output shows $Z^*=3.245\,e$, $\varepsilon_\infty=3.760$ and an open-slab charge of $0.863\,e$, followed by the worked example and the sizes of several neglected effects.

## Program and output

```python
"""Open-circuit dipole of one displaced atomic plane in an insulator.

Result under test: with all other ions clamped and no free charge, the dipole
per surface cell is (Born charge / eps_inf) * displacement: the Callen charge.
In a shorted crystal the same displacement gives the Born charge.

Model: alternating cation and anion planes, one orbital per site, electrons
hopping along the normal, mean-field Coulomb interaction of charged sheets.
Born charge:   Berry phase of the periodic cell at zero macroscopic field.
eps_inf:       response of finite slabs to an external field.
Callen charge: dipole of an open slab with one displaced plane.
Units: eV, angstrom, elementary charge; a field is in V/angstrom.
"""
import numpy as np
from scipy.constants import e, epsilon_0, k as k_boltzmann

SPACING = 2.0        # distance between neighbouring planes
AREA = 8.0           # area of the surface cell
DECAY = 1.0          # hopping falls as exp(-DECAY * bond stretch)
FORMAL = 2.0         # formal charge of the cation
SHEET = e / epsilon_0 * 1e10 / AREA   # potential step per unit dipole, V/(e A)
HALF = SHEET / 2     # field of a sheet of unit charge per surface cell
STEP = 0.002         # displacement for derivatives
MOVE = 0.01          # displacement of the worked example
MESH = 400           # k points per primitive cell


class Crystal:
    def __init__(self, gap, hop, local=0.0):
        self.gap, self.hop, self.local = gap, hop, local
        phase = np.arange(MESH) * np.pi / MESH
        band = np.sqrt((gap / 2)**2 + (2 * hop * np.cos(phase))**2)
        self.spill = np.mean(1 - gap / 2 / band)   # electrons on a cation
        self.charge = FORMAL - self.spill          # static cation charge
        # bare level difference that yields the chosen gap self-consistently
        self.offset = gap + HALF * self.charge * SPACING

    def states(self, z, onsite, period, nk):
        n = len(z)
        k = 2 * np.pi / period * np.arange(nk) / nk if period else np.zeros(1)
        h = np.zeros((len(k), n, n), complex)
        h[:, np.arange(n), np.arange(n)] = onsite
        for i in range(n if period else n - 1):
            j = (i + 1) % n
            length = z[j] - z[i] + (period if j == 0 else 0.0)
            amp = -self.hop * np.exp(-DECAY * (length - SPACING))
            h[:, i, j] += amp * np.exp(1j * k * length)
            h[:, j, i] += amp * np.exp(-1j * k * length)
        energy, vec = np.linalg.eigh(h)
        occ = (n + 1) // 2
        density = 2 * np.mean(np.sum(abs(vec[:, :, :occ])**2, axis=2), axis=0)
        return energy, vec, occ, density

    def solve(self, z, core, level, start, period=None, nk=1, field=0.0):
        """Self-consistent electron numbers by Newton iteration."""
        n = len(z)
        dist = abs(z[:, None] - z[None, :])
        coulomb = HALF * (dist - (dist**2 / period if period else 0.0))
        number = start.copy()
        for _ in range(60):
            onsite = (level + coulomb @ (core - number) + field * z
                      + self.local * (number - start))
            energy, vec, occ, out = self.states(z, onsite, period, nk)
            residual = out - number
            if np.max(abs(residual)) < 1e-10:
                return onsite, energy, vec, occ, out
            pair = (vec[:, :, :occ, None].conj() * vec[:, :, None, occ:])
            pair = pair.reshape(len(vec), n, -1)
            denom = (energy[:, :occ, None] - energy[:, None, occ:])
            denom = denom.reshape(len(vec), 1, -1)
            chi = 4 * np.mean(((pair / denom)
                               @ pair.conj().transpose(0, 2, 1)).real, axis=0)
            jac = np.eye(n) + chi @ (coulomb - self.local * np.eye(n))
            number = number + np.linalg.solve(jac, residual)
        raise RuntimeError("self-consistency not reached")

    def slab_setup(self, cations):
        """Anion-terminated slab; fixed end charges compensate the faces."""
        n = 2 * cations + 1
        z = SPACING * (np.arange(n) - cations)
        cation = np.arange(n) % 2 == 1
        core = np.where(cation, FORMAL, 2 - FORMAL)
        core[[0, -1]] += FORMAL / 2
        level = np.where(cation, self.offset, 0.0)
        start = np.where(cation, self.spill, 2 - self.spill)
        start[[0, -1]] = 2 - self.spill / 2
        return z, core, level, start

    def slab(self, cations, plane=0, shift=0.0, field=0.0):
        z, core, level, start = self.slab_setup(cations)
        z[plane] += shift
        onsite, _, _, _, number = self.solve(z, core, level, start, field=field)
        return np.sum((core - number) * z), onsite

    def ring(self, cells, plane, shift):
        """Periodic crystal, zero average field, dipole from the Berry phase."""
        n, period, nk = 2 * cells, 2 * cells * SPACING, MESH // cells
        z = SPACING * np.arange(n)
        z[plane] += shift
        cation = np.arange(n) % 2 == 0
        core = np.where(cation, FORMAL, 2 - FORMAL)
        level = np.where(cation, self.offset, 0.0)
        start = np.where(cation, self.spill, 2 - self.spill)
        onsite, energy, vec, occ, _ = self.solve(z, core, level, start,
                                                 period, nk)
        filled = vec[:, :, :occ]
        following = np.roll(filled, -1, axis=0)
        following[-1] *= np.exp(-2j * np.pi / period * z)[:, None]
        overlap = np.linalg.det(filled.conj().transpose(0, 2, 1) @ following)
        centre = -period / (2 * np.pi) * np.sum(np.angle(overlap))
        gap = energy[:, occ].min() - energy[:, occ - 1].max()
        return np.sum(core * z) - 2 * centre, onsite, gap

    def shorted_charge(self, cells, plane):
        change = (self.ring(cells, plane, STEP)[0]
                  - self.ring(cells, plane, -STEP)[0])
        quantum = 4 * cells * SPACING      # two spins times the period
        change -= quantum * np.round(change / quantum)
        return change / (2 * STEP)

    def open_charge(self, cations, plane, shift=STEP):
        return (self.slab(cations, plane, shift)[0]
                - self.slab(cations, plane, -shift)[0]) / (2 * shift)

    def frozen_charge(self, cations, plane):
        """Open slab whose electronic potential is not allowed to respond."""
        onsite = self.slab(cations)[1]
        dipole = []
        for shift in (STEP, -STEP):
            z, core, _, _ = self.slab_setup(cations)
            z[plane] += shift
            number = self.states(z, onsite, None, 1)[3]
            dipole.append(np.sum((core - number) * z))
        return (dipole[0] - dipole[1]) / (2 * STEP)

    def permittivity(self):
        """Two readings: dipole growth with thickness, and interior field."""
        field = 0.001
        induced = []
        for cations in (21, 31):
            plus, w_plus = self.slab(cations, field=field)
            minus, w_minus = self.slab(cations, field=-field)
            induced.append((plus - minus) / 2)
        growth = (induced[1] - induced[0]) / (10 * 2 * SPACING)
        inside = field - SHEET * growth
        w = (w_plus - w_minus) / 2
        slope = (w[40] - w[22]) / (18 * SPACING)
        return field / inside, field / slope


def same(a, b, rel):
    assert abs(a - b) <= rel * abs(b), (a, b, rel)


oxide = Crystal(gap=5.0, hop=2.0)
CATION, ANION, SIZE = 21, 20, 21     # planes near the middle of the slab

born = oxide.shorted_charge(1, 0)
born_anion = oxide.shorted_charge(1, 1)
eps, eps_slope = oxide.permittivity()
callen = oxide.open_charge(SIZE, CATION)
callen_anion = oxide.open_charge(SIZE, ANION)
frozen = oxide.frozen_charge(SIZE, CATION)
single_short = oxide.shorted_charge(5, 4)
single_long = oxide.shorted_charge(10, 10)
gap_found = oxide.ring(1, 0, 0.0)[2]

same(gap_found, oxide.gap, 1e-6)
same(eps_slope, eps, 2e-3)
assert eps > 1
same(callen, born / eps, 2e-3)
same(callen_anion, born_anion / eps, 2e-3)
same(born_anion, -born, 1e-3)
same(callen_anion, -callen, 2e-3)
same(single_short, born, 2e-3)       # one plane, shorted, two lengths
same(single_long, born, 2e-3)
same(frozen, born, 2e-3)             # no screening field: Born charge returns
assert abs(callen) < abs(born)

# the relation for other bands, and with a local interaction added
others = []
for crystal in (Crystal(7.0, 1.5), Crystal(5.0, 2.0, local=-2.0)):
    z_born = crystal.shorted_charge(1, 0)
    z_eps = crystal.permittivity()[0]
    z_open = crystal.open_charge(SIZE, CATION)
    same(z_open, z_born / z_eps, 2e-3)
    others.append((z_born, z_eps, z_open))

# potentials of the worked example, odd part in the displacement
w_open = (oxide.slab(SIZE, CATION, MOVE)[1]
          - oxide.slab(SIZE, CATION, -MOVE)[1]) / 2
step = w_open[12] - w_open[30]
same(step, SHEET * callen * MOVE, 5e-3)
far_drop = abs(w_open[34] - w_open[28])
assert far_drop < 2e-3 * abs(step)
CELLS = 10
film = 2 * CELLS * SPACING
w_ring = (oxide.ring(CELLS, 10, MOVE)[1]
          - oxide.ring(CELLS, 10, -MOVE)[1]) / 2
far_field = (w_ring[1] - w_ring[-1]) / (2 * SPACING)
same(far_field, SHEET * callen * MOVE / film, 1e-2)
rest = (eps - 1) * far_field * film / SHEET   # dipole of the polarized rest
same(rest, (born - callen) * MOVE, 1e-2)
circuit = single_long * MOVE / (AREA * film)

# sizes of neglected effects
large = 0.05
nonlinear = oxide.open_charge(SIZE, CATION, large) / callen - 1
thin = oxide.open_charge(3, 3) / callen - 1
surface = oxide.open_charge(SIZE, 1) / callen - 1
wave = 2 * np.pi / np.sqrt(AREA)
corrugation = (4 * HALF * oxide.charge * np.exp(-wave * SPACING)
               / (SHEET * callen))
temperature = 400.0
carriers = -oxide.gap * e / (2 * k_boltzmann * temperature) / np.log(10)
chain = np.diag(np.where(np.arange(61) % 2 == 0, -1, 1) * oxide.gap / 2)
chain = chain - oxide.hop * (np.eye(61, k=1) + np.eye(61, k=-1))
green = np.linalg.inv(chain)
tunnel = (green[20, 40] / green[20, 20])**2
breakdown = 5.0      # MV/cm, rough size for a high-k gate oxide

print("INPUTS")
print(f"plane spacing {SPACING:.1f} A, surface cell {AREA:.1f} A^2")
print(f"gap {oxide.gap:.1f} eV, hopping {oxide.hop:.1f} eV, "
      f"hopping decay {DECAY:.1f} 1/A")
print(f"formal cation charge {FORMAL:.1f} e")
print(f"bare level difference {oxide.offset:.2f} eV")
print(f"example displacement {MOVE:.2f} A")
print(f"open slab: {2 * SIZE + 1} planes; shorted film: {film:.0f} A")
print("CHARGES AND SCREENING")
print(f"gap found in the periodic crystal: {gap_found:.4f} eV")
print(f"static cation charge: {oxide.charge:.4f} e")
print(f"Born charge, cation: {born:.4f} e")
print(f"Born charge, anion: {born_anion:.4f} e")
print(f"eps_inf from slab dipoles: {eps:.4f}")
print(f"eps_inf from interior field: {eps_slope:.4f}")
print(f"Born charge / eps_inf: {born / eps:.4f} e")
print(f"open-slab charge, cation plane: {callen:.4f} e")
print(f"open-slab charge, anion plane: {callen_anion:.4f} e")
print(f"open slab, potential frozen: {frozen:.4f} e")
print(f"one plane, shorted, 20 A: {single_short:.4f} e")
print(f"one plane, shorted, 40 A: {single_long:.4f} e")
print("OTHER CRYSTALS: Born (e), eps_inf, Born/eps_inf (e), open slab (e)")
for name, (a, b, c) in zip(("gap 7 eV, hopping 1.5 eV",
                            "local interaction -2 eV"), others):
    print(f"{name}: {a:.4f}, {b:.4f}, {a / b:.4f}, {c:.4f}")
print("WORKED EXAMPLE")
print(f"potential step per unit dipole: {SHEET:.3f} V/(e A)")
print(f"open dipole per surface cell: {callen * MOVE:.5f} e A")
print(f"shorted dipole per surface cell: {single_long * MOVE:.5f} e A")
print(f"potential step, open: {step:.4f} V")
print(f"step if the Born charge were used: {SHEET * born * MOVE:.4f} V")
print(f"potential drop over 12 A far from plane: {far_drop:.1e} V")
print(f"far field, shorted: {far_field:.5f} V/A = "
      f"{far_field * 100:.3f} MV/cm")
print(f"dipole of the polarized rest, shorted: {rest:.5f} e A")
print(f"charge through circuit: {circuit:.3e} e/A^2 = "
      f"{circuit * e * 1e22:.4f} uC/cm2")
print("NEGLECTED EFFECTS")
print(f"open charge at {large:.2f} A displacement: {100 * nonlinear:+.2f} %")
print(f"open charge, slab of 7 planes: {100 * thin:+.2f} %")
print(f"open charge, outermost cation plane: {100 * surface:+.2f} %")
print(f"in-plane corrugation / planar step: {100 * corrugation:.1f} %")
print(f"log10 of thermal carrier factor at {temperature:.0f} K: "
      f"{carriers:.1f}")
print(f"midgap tunnelling factor over 40 A: {tunnel:.1e}")
print(f"rough breakdown field: {breakdown:.0f} MV/cm; "
      f"shorted field / breakdown: {far_field * 100 / breakdown:.3f}")
print("all good")
```

It prints:

```
INPUTS
plane spacing 2.0 A, surface cell 8.0 A^2
gap 5.0 eV, hopping 2.0 eV, hopping decay 1.0 1/A
formal cation charge 2.0 e
bare level difference 43.68 eV
example displacement 0.01 A
open slab: 43 planes; shorted film: 40 A
CHARGES AND SCREENING
gap found in the periodic crystal: 5.0000 eV
static cation charge: 1.7101 e
Born charge, cation: 3.2452 e
Born charge, anion: -3.2452 e
eps_inf from slab dipoles: 3.7597
eps_inf from interior field: 3.7597
Born charge / eps_inf: 0.8631 e
open-slab charge, cation plane: 0.8631 e
open-slab charge, anion plane: -0.8631 e
open slab, potential frozen: 3.2452 e
one plane, shorted, 20 A: 3.2452 e
one plane, shorted, 40 A: 3.2452 e
OTHER CRYSTALS: Born (e), eps_inf, Born/eps_inf (e), open slab (e)
gap 7 eV, hopping 1.5 eV: 2.4607, 1.8506, 1.3297, 1.3297
local interaction -2 eV: 3.2452, 3.7597, 0.8631, 0.8631
WORKED EXAMPLE
potential step per unit dipole: 22.619 V/(e A)
open dipole per surface cell: 0.00863 e A
shorted dipole per surface cell: 0.03245 e A
potential step, open: 0.1952 V
step if the Born charge were used: 0.7340 V
potential drop over 12 A far from plane: 3.9e-07 V
far field, shorted: 0.00488 V/A = 0.488 MV/cm
dipole of the polarized rest, shorted: 0.02382 e A
charge through circuit: 1.014e-04 e/A^2 = 0.1625 uC/cm2
NEGLECTED EFFECTS
open charge at 0.05 A displacement: -0.29 %
open charge, slab of 7 planes: +0.54 %
open charge, outermost cation plane: +4.73 %
in-plane corrugation / planar step: 4.7 %
log10 of thermal carrier factor at 400 K: -31.5
midgap tunnelling factor over 40 A: 5.6e-11
rough breakdown field: 5 MV/cm; shorted field / breakdown: 0.098
all good
```
